\section*{Bean-Livingston Barrier and Vortex Entry Field at Large Kappa, part 2}

At what applied field does a vortex enter a superconductor through a flat surface? The superconductor fills $x>0$, with the field $H$ along $z$, parallel to the surface. A straight vortex along $z$, with flux $\Phi_0=h/2e$, lies at depth $d$; its image is at $x=-d$. SI units are used. The penetration depth is $\lambda$, the coherence length $\xi$, and $\kappa=\lambda/\xi\gg1$.

With $\mathbf A$ the vector potential and $\psi=fe^{i\theta}$ the scaled order parameter, the Ginzburg-Landau energy density and supercurrent are
\begin{equation}
\mu_0H_c^2\left[\tfrac12(1-|\psi|^2)^2+\xi^2\left|\left(\nabla-\tfrac{2\pi i}{\Phi_0}\mathbf A\right)\psi\right|^2\right]+\frac{B^2}{2\mu_0},
\label{gl}
\end{equation}
\begin{equation}
\mathbf J=\frac{f^2}{\mu_0\lambda^2}\left(\frac{\Phi_0}{2\pi}\nabla\theta-\mathbf A\right),\qquad \lambda^2=\frac{m\beta}{\mu_0e^{*2}\alpha}.
\label{current}
\end{equation}
Here $e^*=2e$, and $m,\alpha,\beta$ are the Ginzburg-Landau mass and coefficients. The thermodynamic critical field is
\begin{equation}
\mu_0H_c=\frac{\Phi_0}{2\sqrt2\,\pi\lambda\xi}.
\label{hc}
\end{equation}

London theory, for weak currents and $d\gg\xi$, sets $f=1$ outside the core. For a vortex at $\mathbf r_0$,
\begin{equation}
B-\lambda^2\nabla^2B=\Phi_0\,\delta^2(\mathbf r-\mathbf r_0).
\label{london}
\end{equation}
With $\epsilon_0=\Phi_0^2/(4\pi\mu_0\lambda^2)$, the Gibbs energy per length, measured from the vortex-free (Meissner) state, is
\begin{equation}
G(d)=\Phi_0H\left(e^{-d/\lambda}-1\right)+\epsilon_0(\ln\kappa+c_1)-\epsilon_0K_0(2d/\lambda).
\label{g}
\end{equation}
$K_0$ and $K_1$ are modified Bessel functions. The core constant is $c_1=c_n+\ln2-\gamma=0.497$, where $\gamma$ is Euler's constant and the core energy within radius $R\xi$, $1\ll R\ll\kappa$, is $\epsilon_0(\ln R+c_n)$. A vortex deep inside becomes favourable at
\begin{equation}
\Phi_0H_{c1}=\epsilon_0(\ln\kappa+c_1).
\label{hc1}
\end{equation}

The inward force per length is the Meissner push minus the image pull:
\begin{equation}
F=-\frac{dG}{dd}=\frac{\Phi_0H}{\lambda}e^{-d/\lambda}-\frac{2\epsilon_0}{\lambda}K_1(2d/\lambda).
\label{force}
\end{equation}
It vanishes at $H=H_b(d)$, where
\begin{equation}
\mu_0H_b(d)=\frac{\Phi_0}{2\pi\lambda^2}\,e^{u}K_1(2u),\qquad u=\frac d\lambda .
\label{balance}
\end{equation}
In the special case $\xi\ll d\ll\lambda$ this becomes
\begin{equation}
\mu_0H=\frac{\Phi_0}{4\pi\lambda d}.
\label{simplebalance}
\end{equation}
$H_b$ decreases steadily with $d$, so each $H>0$ has one balance depth $d^*$, a maximum of $G$: the barrier.

\subsection{The entry field and its cutoff}

For small $u$, $2uK_1(2u)=1+O(u^2\ln u)$, so
\begin{equation}
\mu_0H_b(d)=\frac{\Phi_0}{4\pi\lambda d}\left[1+\frac d\lambda+O\!\left(\frac{d^2}{\lambda^2}\ln\frac d\lambda\right)\right].
\label{small}
\end{equation}
The leading term is the result (\ref{simplebalance}) of the special case. The formula by itself never removes the barrier, since $H_b$ grows without limit as $d\to0$. The barrier ends because a vortex has a core. If its top is taken to be lost on reaching $d=\xi$, then
\begin{equation}
\mu_0H_{en}=\frac{\Phi_0}{4\pi\lambda\xi}=\frac{2\sqrt2}{4}\,\mu_0H_c=\frac{\mu_0H_c}{\sqrt2}.
\label{entry}
\end{equation}

Two parts of this statement have different standing. The dependence on $1/(\lambda\xi)$, and hence on $H_c$, follows from the force balance at any depth proportional to $\xi$. The number $1/\sqrt2$ follows from the choice $d=\xi$. A cutoff at $a\xi$ gives $H_c/(\sqrt2a)$, so $a=\frac12$ doubles the field. London theory cannot decide between them.

With the cutoff at $\xi$, (\ref{entry}) was tested against the energy (\ref{g}) itself. For $\kappa=25$, $100$, $10^3$ and $10^4$, $G$ was scanned from $d=\xi$ to $6\lambda$ for the lowest field at which it falls throughout. This field agreed with $H_b(\xi)$ to a relative $0.003$, and with the leading form (\ref{entry}) to $1.5/\kappa+0.003$, as the first correction in (\ref{small}) suggests.

A second criterion avoids a chosen depth. Require that the top of the barrier cost no more than the vortex-free state, $G(d^*)=0$. For $d^*\ll\lambda$ the force balance gives $\Phi_0Hd^*/\lambda=\epsilon_0$, and $K_0(2u)\approx-\ln u-\gamma$. Then
\begin{equation}
\frac{G(d^*)}{\epsilon_0}\approx-1+\ln\kappa+c_1+\ln\frac{d^*}{\lambda}+\gamma=\ln\frac{d^*}{\xi}+c_1+\gamma-1 .
\end{equation}
This vanishes at $d^*=\xi\,e^{1-c_1-\gamma}$. Since $H$ is inversely proportional to $d^*$,
\begin{equation}
H=\frac{H_c}{\sqrt2}\,e^{c_1+\gamma-1}=0.762\,H_c .
\label{second}
\end{equation}
The critical depth is $0.93\,\xi$, close to the first choice. The agreement shows that the two estimates are compatible, not that either is accurate: (\ref{second}) uses the core energy of a vortex in bulk at a depth where the surface must deform the core.

\subsection{A benchmark without a vortex cutoff}

The question can be turned around: up to what field is the vortex-free state stable in Ginzburg-Landau theory? Let $f$ be the magnitude of the order parameter and
\begin{equation}
q=\xi\left(\partial_y\theta-\frac{2\pi}{\Phi_0}A_y\right)
\end{equation}
the dimensionless superfluid momentum along the surface. Measure $x$ in units of $\lambda$, with primes for its derivatives. The current (\ref{current}) and Ampère's law give $q''=f^2q$. Minimizing (\ref{gl}) over $f$ gives $f''/\kappa^2=f^3-f+fq^2$. As $\kappa\to\infty$ the left side drops out, so $f^2=1-q^2$ and
\begin{equation}
q''=q(1-q^2).
\end{equation}
Multiplying by $q'$ and integrating from the deep interior, where $q=q'=0$,
\begin{equation}
q'^2=q^2-\tfrac12q^4,\qquad B=\frac{\Phi_0}{2\pi\lambda\xi}|q'|=\sqrt2\,\mu_0H_c|q'| .
\label{nonlinear}
\end{equation}

The current density is $J=\sqrt2\,(H_c/\lambda)\,q(1-q^2)$. It is largest at $q^2=1/3$, where it equals the depairing current $0.544\,H_c/\lambda$. Beyond that point more momentum gives less current, because pairing weakens faster than the flow speeds up.

To see that the flow is then unstable, consider a uniform stretch of it and a disturbance with wavelength much longer than $\xi$ but much shorter than $\lambda$, so that the vector potential may be held fixed. With lengths along $y$ in units of $\xi$, put $\psi=f+U\cos ky+iV\sin ky$, in a gauge where the gradient acts as $\partial_y+iq$. The terms linear in $U$ and $V$ cancel or average to zero. The second-order gradient term is
\begin{equation}
|(\partial_y+iq)(u+iv)|^2=(\partial_yu-qv)^2+(\partial_yv+qu)^2,
\end{equation}
with $u=U\cos ky$ and $v=V\sin ky$. The second-order potential term is $2f^2u^2-(1-f^2)(u^2+v^2)$. Because $1-f^2=q^2$, its last part cancels the $q^2(u^2+v^2)$ from the gradient. An integration by parts turns $2q(u\,\partial_yv-v\,\partial_yu)$ into $4qu\,\partial_yv$. The average over $y$ is
\begin{equation}
\tfrac12\left[(k^2+2f^2)U^2+k^2V^2+4qkUV\right].
\end{equation}
The determinant of this quadratic form is
\begin{equation}
k^2(k^2+2f^2)-4q^2k^2=k^2(k^2+2-6q^2).
\end{equation}
It first becomes negative at small $k$, when $q^2$ exceeds $1/3$. The flow breaks up where the current reaches its maximum. Putting $q^2=1/3$ at the surface in (\ref{nonlinear}),
\begin{equation}
\frac{H_{sh}}{H_c}=\sqrt2\sqrt{\frac13-\frac1{18}}=\frac{\sqrt5}{3}=0.745\qquad(\kappa\to\infty).
\label{limit}
\end{equation}
This superheating field is the stability limit of the Meissner state at an ideal surface. It lies within about 5\% of the estimates $0.707$ and $0.762$.

\subsection{How slowly the limit is reached}

At finite $\kappa$ the disturbance must also fit into the surface layer, where $q$ varies. The calculation below includes this, and also lets the magnetic field respond. With all lengths in units of $\lambda$, let $\delta f=F(x)\cos ky$, $\delta q_y=P(x)\cos ky$ and $\delta q_x=R(x)\sin ky$. Expanding (\ref{gl}) to second order about the computed Meissner state gives a positive factor times
\begin{equation}
\int_0^\infty\!\left[\frac{F'^2+k^2F^2}{\kappa^2}+(3f^2-1+q^2)F^2+4fqFP+f^2(P^2+R^2)+(P'-kR)^2\right]dx .
\end{equation}
Minimizing over $R$ gives $R=kP'/(f^2+k^2)$ and replaces the $R$-dependent terms by $P'^2f^2/(f^2+k^2)$. The Meissner state is stable against disturbances of this kind when the remaining form is positive for every $k$; variation along the field direction is not included. It was evaluated numerically at $k=0$ and at 45 values from $1/\lambda$ to $1/\xi$:
\begin{center}
\begin{tabular}{cc}
$\kappa$ & $H_{sh}/H_c$\\
25 & 0.856\\
100 & 0.800\\
400 & 0.773
\end{tabular}
\end{center}
The excess over $0.745$ is $0.111$, $0.055$ and $0.028$. It halves each time $\kappa$ is quadrupled, which is the behaviour of $\kappa^{-1/2}$. Extrapolating the last two values on that assumption gives $0.745$, in agreement with (\ref{limit}). At $\kappa=25$ the limiting value $0.745$ is still 13\% below the computed $0.856$, so a large $\kappa$ does not by itself make the asymptotic number accurate.

\subsection{A worked example}

Take the round values $\lambda=100$ nm, $\xi=4$ nm and a temperature of 4 K, so $\kappa=25$. The natural field unit is $\Phi_0/(4\pi\lambda^2)=16.46$ mT, and $\epsilon_0=0.169$ eV/nm. Then
\begin{align}
\mu_0H_{c1}&=16.46\,(\ln25+0.497)\ \text{mT}\approx61\ \text{mT},\\
\mu_0H_{en}&=25\times16.46\ \text{mT}\approx411\ \text{mT},\\
\mu_0H_c&=\sqrt2\,\mu_0H_{en}\approx582\ \text{mT}.
\end{align}
The constant $0.497$ is the $\kappa\to\infty$ value. The full Ginzburg-Landau vortex at $\kappa=25$ has $0.512$, which leaves $\mu_0H_{c1}$ at 61 mT but would raise the barrier heights below by about $0.003$ eV/nm and the zero-energy field by about 1.5\%. Keeping the full $K_1$ at $d=\xi$ raises the entry estimate to 424 mT. The zero-energy criterion, evaluated at this $\kappa$, gives 449 mT, and the stability limit is $0.856\times582\approx498$ mT. These values run from 411 to 498 mT. The force balance alone leaves more undecided: a cutoff at $\xi/2$ instead of $\xi$ would give 823 mT.

At 100 mT and a depth of 20 nm, the Meissner push is $1.35$ pN per nm of vortex length and the image pull $1.18$ pN/nm. The net force is inward, so this vortex is already past the barrier. The barrier top moves as follows.
\begin{center}
\begin{tabular}{ccc}
$\mu_0H$ (mT) & $d^*$ (nm) & $G(d^*)$ (eV/nm)\\
61 & 28.5 & 0.334\\
100 & 17.6 & 0.255\\
200 & 8.7 & 0.138\\
300 & 5.7 & 0.069
\end{tabular}
\end{center}
The simple law (\ref{simplebalance}) gives $4\times411.4/100\approx16.5$ nm at 100 mT, against 17.6 nm. At 300 mT the top is only $1.4\,\xi$ deep, and the last row is an extrapolation of London theory.

\subsection{What the model neglects}

\textit{Strong currents.} The London surface current at $H_{en}$ is $H_{en}/\lambda=0.707\,H_c/\lambda$, which is $1.30$ times the depairing current. Linear response has therefore failed at the surface before entry, and (\ref{entry}) is an estimate of order $H_c$.

\textit{Thermal entry.} A long straight vortex cannot be activated as a whole: at 61 mT its barrier is 0.334 eV for each nanometre, while $k_BT=0.345$ meV. A half-loop of radius $R$ attached to the surface has a finite energy instead, and close to $H_{en}$ the loop that must form is small. For $\xi\lesssim R\ll\lambda$, a rough energy is its length times $\epsilon_0\ln(R/\xi)$, less the work of the Meissner current over its area:
\begin{equation}
E\approx\pi R\,\epsilon_0\ln\frac R\xi-\frac{\Phi_0H}{\lambda}\frac{\pi R^2}{2}
=\pi\epsilon_0\xi\left[\rho\ln\rho-\tfrac12h\rho^2\right],
\end{equation}
with $\rho=R/\xi$ and $h=H/H_{en}$; the second form uses $\Phi_0H_{en}/\lambda=\epsilon_0/\xi$. The barrier is the largest value of $E$, measured from the vortex-free state $E=0$. At the maximum $\ln\rho+1=h\rho$, so $E=\tfrac12\pi\epsilon_0\xi\,\rho(\ln\rho-1)$. This vanishes at $\rho=e$, $h=2/e\approx0.74$, and below that field it grows as $|dE/dh|=\tfrac12\pi\epsilon_0\xi\rho^2$. Here $\pi\epsilon_0\xi=2.12$ eV, so the slope is about 7.8 eV. A barrier of $30k_BT$, with Boltzmann factor near $10^{-13}$, corresponds to a change in $h$ of $0.0013$, or 0.2\% of the field. The field at which the barrier vanishes is not fixed by this estimate, because it depends on the constant dropped beside the logarithm. The half-loop and its image form a ring, for which the constant is $\ln8-2+c_n\approx0.46$; this moves the zero to $h\approx1.17$, $\rho\approx1.7$, and the thermal shift to 0.3\%. The critical loop has a radius of only two or three $\xi$, where the logarithmic energy is crude, so the estimate shows only that heat at 4 K lowers the entry field by a fraction of a percent.

\textit{Surface shape.} Let a semicircular groove of radius $R$, with $\xi\ll R\ll\lambda$, run along the field. Near it the screening term in (\ref{london}) is negligible and $B$ obeys Laplace's equation:
\begin{equation}
B=\mu_0H-\frac{\mu_0H}{\lambda}\,x\left(1-\frac{R^2}{x^2+y^2}\right).
\end{equation}
This equals $\mu_0H$ on the plane and on the groove, and joins the Meissner field far away. At the bottom, $x=R$ and $y=0$, the slope is twice that of the flat surface. The current crowds around the groove and doubles. Since the image force at distance $\xi$ from a wall of radius $R\gg\xi$ is nearly that of a flat wall, entry there needs, in linear London theory, half the applied field in the limit $\xi\ll R\ll\lambda$. For the example this limiting value would be 206 mT, but $\kappa=25$ leaves little room between $\xi$ and $\lambda$, and the reduction is smaller. At distance $\xi$ from a groove with $R=5\xi$, for instance, the formula above gives a factor $1+25/36\approx1.7$ instead of 2. With screening kept, the current is about 1.5 times that of the flat surface at the same depth, and the unscreened image pull is about 6\% stronger than at a flat wall, which leaves a net factor near 1.4.

\subsection{Beside a real case}

These parameters are roughly those of the high-$\kappa$ compound coatings considered for superconducting radio-frequency cavities near liquid-helium temperature, where $\lambda$ is around 100 nm and $\xi$ a few nanometres. For such a surface the model gives a lower critical field near 61 mT and an ideal stability limit near 0.5 T. The gap between them is the range in which the Meissner state would survive by the barrier alone. Real coatings break the assumption of a flat, uniform surface: they have roughness and grain boundaries. In the London estimate a groove of the kind above lowers the entry field, by half in the limit $\xi\ll R\ll\lambda$ and by less at this $\kappa$; weak links at grain boundaries are not sized here. Nor are material anisotropy and the dynamics of an oscillating field. Ginzburg-Landau theory is controlled near the critical temperature, and its use well below it, as here, is an extrapolation. The value 0.5 T is thus a limit for an ideal surface within this theory. A design that works above $H_{c1}$ relies on the surface barrier, and grooves that crowd the current reduce its margin without necessarily removing it. How much of the margin a real coating keeps is not determined here.

\section*{Computed values}
\begin{verbatim}
penetration depth = 100 nm
coherence length = 4 nm
kappa = 25
temperature = 4 K
flux quantum = 2.0678e-15 Wb
field unit Phi0/(4 pi lam^2) = 16.46 mT
line energy scale eps0 = 0.1690 eV/nm
core constant c1 = 0.497
core virial integral (1 expected) = 0.9997
lower critical field = 61.1 mT
thermodynamic critical field = 581.8 mT
upper critical field = 20.6 T
entry field, leading order, top at xi = 411.4 mT
its ratio to Bc = 0.7071
entry field with full K1, top at xi = 423.9 mT
its ratio to Bc = 0.7286
entry field for cutoff xi/2, leading order = 822.8 mT
field where barrier-top energy is zero = 449.1 mT
its ratio to Bc = 0.7719
same ratio, large-kappa limit = 0.7616
force example: field 100 mT, depth 20 nm
  Meissner push = 1.347 pN/nm
  image pull = 1.183 pN/nm
at 61.1 mT: top at 28.48 nm, height 0.3340 eV/nm
at 100.0 mT: top at 17.56 nm, height 0.2548 eV/nm
at 200.0 mT: top at 8.65 nm, height 0.1380 eV/nm
at 300.0 mT: top at 5.70 nm, height 0.0689 eV/nm
GL stability limit, kappa to infinity = 0.7454 Bc
GL stability limit, kappa 25 = 0.856 Bc
GL stability limit, kappa 100 = 0.800 Bc
GL stability limit, kappa 400 = 0.773 Bc
GL limit extrapolated from kappa 100 and 400 = 0.745 Bc
GL stability limit of the example = 498 mT
depairing current = 0.5443 Hc/lam
London surface current at entry / depairing = 1.30
thermal energy kT = 0.345 meV
half-loop energy scale pi*eps0*xi = 2.12 eV
entry field lowered by 30 kT nucleation = 1.8 percent
groove current enhancement = 2.0
entry field at groove = 206 mT
largest lattice flux error = 2.4e-05 Phi0
largest lattice energy error = 6.9e-04 eps0
\end{verbatim}
